# Band splitting of an equiatomic alloy in the coherent-potential approximation

## Problem

A crystal has one orbital per site and a hopping operator $T$ with no site-diagonal part. Its density of states per site and spin is the semicircle

$$\rho_0(E)=\frac{2}{\pi w^2}\sqrt{w^2-E^2},\qquad |E|\le w ,$$

with full width $W=2w$. The sites are now occupied at random, and independently, by equal numbers of A and B atoms. The site energy is $\epsilon=+\delta$ on A and $\epsilon=-\delta$ on B, so the contrast is $\Delta=2\delta$. The hopping does not depend on the occupants. Solve the coherent-potential equation for the averaged density of states $\rho(E)$, and find the contrast at which the band splits in two.

## A tempting solution

An A site belongs to a host band centred at $+\delta$, and a B site to one centred at $-\delta$. With half the sites of each kind, one writes

$$G_{\rm wrong}(z)=\tfrac12 G_0(z-\delta)+\tfrac12 G_0(z+\delta),$$

where $G_0(z)=\int\rho_0(E)\,dE/(z-E)$ is the site-diagonal host Green function. The two semicircles cover $[\delta-w,\delta+w]$ and $[-\delta-w,-\delta+w]$. They separate when $\delta-w>-\delta+w$, that is, when $\Delta>W$.

The formula has the right total weight, the right mean energy and the right second moment, so the fault is not obvious. The moments $M_n=\overline{\langle 0|(V+T)^n|0\rangle}$ locate it, where $V$ holds the site energies and the bar is the average over occupations. Let $s$ be the second moment of the host; for the semicircle $s=w^2/4$, and the fourth moment is $2s^2$. Both the true alloy and the formula give $M_2=s+\delta^2$. In $M_4$, look at the six products with two factors $V$ and two factors $T$:

- $VVTT$, $TTVV$, $VTTV$ and $TVVT$ contain the square of one site energy. Each gives $\delta^2 s$.
- $VTVT$ and $TVTV$ contain $\epsilon_0\epsilon_j$ on two different sites. Independent occupation makes their average zero.

The alloy therefore has $M_4=\delta^4+4\delta^2s+2s^2$. The formula has $\delta^4+6\delta^2s+2s^2$, because it sets $\epsilon_j=\epsilon_0$ on every neighbour. It describes two separate pure crystals, not a mixture. In the mixture, half the neighbours of an A site are B atoms.

## The coherent-potential equation

Replace the alloy by a medium with the same complex energy $\Sigma(z)$ on each site. Its site-diagonal Green function is $G=G_0(z-\Sigma)$. Put a real atom of energy $\epsilon$ on one site. The perturbation there is $\epsilon-\Sigma$, and summing repeated scattering from it gives

$$G_\epsilon=\frac{G}{1-(\epsilon-\Sigma)G}=\frac{1}{x-\epsilon},\qquad x=\frac1G+\Sigma .$$

The coherent-potential approximation (CPA) requires that the real atom, on average, changes nothing:

$$G=\Big\langle\frac1{x-\epsilon}\Big\rangle=\frac12\Big(\frac1{x-\delta}+\frac1{x+\delta}\Big)=\frac{x}{x^2-\delta^2}. \tag{1}$$

The host supplies the second relation. The function

$$G_0(\zeta)=\frac{\zeta-\sqrt{\zeta^2-4s}}{2s},$$

with the root that behaves as $\zeta$ at large $\zeta$, is analytic off the band, decays as $1/\zeta$, and has $-\mathrm{Im}\,G_0/\pi=\rho_0$ just above the band. These properties fix the Green function. It solves $sG_0^2-\zeta G_0+1=0$, or $1/G_0=\zeta-sG_0$. With $\zeta=z-\Sigma$ this becomes

$$x=\frac1G+\Sigma=z-sG. \tag{2}$$

Multiply (1) by $x^2-\delta^2$ and insert (2): $G[(z-sG)^2-\delta^2]=z-sG$. Expanded,

$$s^2G^3-2szG^2+(z^2-\delta^2+s)G-z=0. \tag{3}$$

As a check on the fault found above, insert $x=z-s/z-sM_2/z^3+\dots$ into $G=1/x+\delta^2/x^3+\delta^4/x^5+\dots$. The coefficient of $1/z^5$ is $sM_2+s^2+3s\delta^2+\delta^4=\delta^4+4s\delta^2+2s^2$, the correct fourth moment.

## Which root is physical

Let $\mathrm{Im}\,z=\eta>0$. A Green function must have $\mathrm{Im}\,G<0$. Define $S=\langle 1/|x-\epsilon|^2\rangle$ and $y=-\mathrm{Im}\,G$. The imaginary parts of (1) and (2) are $y=S\,\mathrm{Im}\,x$ and $\mathrm{Im}\,x=\eta+sy$. Hence

$$sS=\frac{sy}{\eta+sy}<1. \tag{4}$$

Suppose two different roots $G_1,G_2$ had negative imaginary part. Subtracting their equations, and using $x_2-x_1=s(G_1-G_2)$, gives

$$1=s\Big\langle\frac1{(x_1-\epsilon)(x_2-\epsilon)}\Big\rangle .$$

By the Cauchy–Schwarz inequality the right side is at most $s\sqrt{S_1S_2}<1$ in modulus, a contradiction. There is at most one such root.

There is also at least one. At large $z$ in the upper half-plane, (3) has a root $G\approx1/z$. Follow it as $z$ moves. It stays finite, because the leading coefficient $s^2$ is constant. It cannot reach $\mathrm{Im}\,G=0$, because then $\mathrm{Im}\,x=\eta>0$ and (1) would give $\mathrm{Im}\,G<0$.

This root also belongs to the correct branch of $G_0$. Since $|G|^2\le S<1/s$, it is the smaller of the two solutions of the host quadratic, whose product is $1/s$.

## When the band splits

At real energy it is easier to regard $z$ as a function of $x$. From (1) and (2),

$$z(x)=x+\frac{sx}{x^2-\delta^2},\qquad z'(x)=1-s\,\frac{x^2+\delta^2}{(x^2-\delta^2)^2}. \tag{5}$$

For real $x$ the fraction in $z'$ is $S$, so $z'=1-sS$. Two facts follow.

- If a real $x$ has $z(x)=E$ and $z'(x)>0$, then at $E+i\eta$ the solution moves to $x+i\eta/z'$. Now $\mathrm{Im}\,x>0$, so $\mathrm{Im}\,G<0$, and this is the physical root. As $\eta\to0$ it becomes real, and $\rho(E)=0$.
- If $z'(x)<0$, the root is not physical, because the limit of (4) requires $sS\le1$.

Equation (3) has three roots, so it remains to count the real ones.

**Outer branches, $|x|>\delta$.** For $x>\delta$, $z$ tends to $+\infty$ at both ends, and $S$ falls steadily with $x$. Thus $z$ has one minimum, $E_{\rm out}$. Since $z>x>\delta$ there, $E_{\rm out}>\delta$. Energies above $E_{\rm out}$ have a root with $z'>0$ and lie outside the band. The branch $x<-\delta$ is the mirror image.

**Inner branch, $|x|<\delta$.** Here $S$ grows with $|x|$, so $z'$ is largest at the centre:

$$z'(0)=1-\frac{s}{\delta^2}.$$

If $\delta^2\le s$, $z$ falls from $+\infty$ to $-\infty$ across the branch. Each energy with $|E|<E_{\rm out}$ then has a single real root, and it has $z'<0$. The other two roots form a complex pair, one of which is physical, so $\rho(E)>0$. The one exception is $E=0$ at $\delta^2=s$, where all three roots merge at $G=0$. The band is in one piece.

If $\delta^2>s$, $z$ rises through the centre, between a minimum $-E_{\rm in}$ and a maximum $E_{\rm in}>0$. Each $|E|<E_{\rm in}$ has a root with $z'>0$, so the density vanishes. On this branch $z<x$ for $x>0$, so $E_{\rm in}<\delta<E_{\rm out}$. For $E_{\rm in}<|E|<E_{\rm out}$ a single real root is left, with $z'<0$, and the density is positive.

The band therefore splits when $\delta>\sqrt s=w/2$:

$$\boxed{\Delta>w=\frac W2}$$

Within the CPA, the contrast must exceed half the full host width. Since (3) is unchanged when $z$ and $G$ both change sign, $\rho$ is even, and each part holds half a state per site and spin.

## Edges and the size of the gap

Edges lie where $z'=0$. With $u=x^2$ this reads $(u-\delta^2)^2=s(u+\delta^2)$, or

$$u^2-(2\delta^2+s)u+\delta^2(\delta^2-s)=0,$$

$$u_\pm=\frac{2\delta^2+s\pm r}{2},\qquad r=\sqrt{s^2+8s\delta^2}.$$

Then $u_\pm-\delta^2=(s\pm r)/2$, and (5) gives $z=x[1+2s/(s\pm r)]$. So

$$E_{\rm out}=\sqrt{u_+}\,\frac{r+3s}{r+s},\qquad E_{\rm in}=\sqrt{u_-}\,\frac{r-3s}{r-s}\quad(\delta^2>s).$$

The gap is $2E_{\rm in}$.

**Just above threshold.** Let $a=\delta^2-s\ll s$. Then $r\approx3s+4a/3$ and $u_+\approx3s$. The product of the roots, $\delta^2a\approx sa$, gives $u_-\approx a/3$. Hence

$$2E_{\rm in}\approx2\sqrt{\frac a3}\;\frac{4a/3}{2s}=\frac{4a^{3/2}}{3\sqrt3\,s}.$$

The gap opens slowly, with power $3/2$.

**Large contrast.** Near the upper sub-band put $x=\delta+q$, with $|q|\ll\delta$. To the order needed,

$$z\approx\delta+q+\frac{s}{2q}+\frac{s}{4\delta}.$$

The extrema at $q=\pm\sqrt{s/2}$ give a half-width $\sqrt{2s}=w/\sqrt2$, centred at $\delta+s/4\delta$. The gap is then

$$2E_{\rm in}\approx\Delta-\sqrt2\,w+\frac{s}{\Delta}.$$

Two effects are missing from the tempting solution. An electron on A atoms finds A neighbours on half the sites, which narrows the sub-band by $1/\sqrt2$. Virtual hops to the other species push the sub-bands apart, which is the last term.

## The centre of the band

At $z=0$, (3) factorizes into $G(s^2G^2+s-\delta^2)=0$. Below threshold the physical root is $G=-ig$ with $g=\sqrt{s-\delta^2}/s$, so

$$\rho(0)=\frac{\sqrt{s-\delta^2}}{\pi s}.$$

From (2), $\Sigma=z-sG-1/G$, which at $z=0$ is

$$\Sigma(0)=isg-\frac ig=-i\,\frac{1-sg^2}{g}=-\frac{i\delta^2}{\sqrt{s-\delta^2}},$$

because $1-sg^2=\delta^2/s$. The level broadening is $\Gamma=-2\,\mathrm{Im}\,\Sigma=2\delta^2/\sqrt{s-\delta^2}$. For weak disorder it tends to $4\delta^2/w$. This is the golden-rule value $2\pi\delta^2\rho_0(0)$, since $\rho_0(0)=2/\pi w$ and the site energy has variance $\delta^2$. As threshold is approached, $\Gamma$ diverges, and a lifetime of a Bloch state loses its meaning.

At threshold the term $(s-\delta^2)G$ drops out of (3). For small $E$ the leading balance is $G^3=E/s^2$, and the cube root with negative imaginary part gives

$$\rho(E)\approx\frac{\sqrt3}{2\pi}\Big(\frac{|E|}{s^2}\Big)^{1/3}.$$

Above threshold $G\approx-z/(\delta^2-s)$ near the centre, and therefore $\Sigma\approx(\delta^2-s)/z$. A pole in the self-energy now repels states from $E=0$.

## Numbers

Take $W=10$ eV, so $w=5$ eV and $s=6.25$ eV², and hold these fixed. For $\Delta=6$ eV, $\delta^2=9$ eV² and

$$r=\sqrt{39.06+450}=22.11\ \text{eV}^2,\qquad u_-=\frac{24.25-22.11}{2}=1.07\ \text{eV}^2,$$

$$E_{\rm in}=1.033\times\frac{22.11-18.75}{22.11-6.25}=0.219\ \text{eV}.$$

The gap is 0.438 eV. The tempting solution instead predicts bands that overlap by 4 eV. The threshold law gives 0.56 eV, too large by about 28% of the CPA gap, because $a/s=0.44$ is not small.

A separate check comes from a model with random hopping. Let $T$ be a symmetric $N\times N$ matrix of independent Gaussian elements with variance $s/N$ off the diagonal. The diagonal elements are also of order $\sqrt{s/N}$; they are negligible at large $N$ and are left out of the next formula, though the matrices diagonalized here keep them. Eliminating all sites but $i$ gives $G_{ii}=1/(z-\epsilon_i-\sum_{jk}T_{ij}G_{jk}T_{ki})$, where $G_{jk}$ is taken without site $i$. At large $N$ the sum tends to $sG$, and averaging over $\epsilon_i$ gives (1) and (2). One matrix with $N=1200$ was diagonalized at each contrast, with the same hopping:

| $\Delta$ (eV) | $\rho(0)$ (1/eV) | CPA gap (eV) | Matrix central spacing (eV) |
|---|---|---|---|
| 1 | 0.125 | 0 | 0.009 |
| 4 | 0.076 | 0 | 0.000 |
| 5 | 0 | 0 | 0.017 |
| 6 | 0 | 0.438 | 0.444 |
| 8 | 0 | 1.938 | 1.933 |

The last column is the distance between the two middle levels. In a finite random matrix it is almost surely not exactly zero; the entry 0.000 is a small spacing, rounded. Edge levels scatter from one matrix to the next: at $\Delta=8$ eV other matrices of this size give spacings of 1.98 to 2.00 eV, so the agreement should be read to about 0.05 eV, not to the last digit shown. The fraction of levels within 2 eV of the centre also agrees with the CPA, to better than 0.002 at every contrast listed.

## Where the criterion fails

**Other band shapes.** Let a symmetric host have second moment $m_2$ and a density of states that is positive throughout the inside of its band, so that it has no central gap of its own. In a central gap $G$ vanishes linearly at $z=0$, so $\Sigma\approx\alpha/z$ with $\alpha>0$, and $\zeta=z-\Sigma\approx-\alpha/z$ is large. Then $1/G_0\approx\zeta-m_2/\zeta$ gives $x\approx z(1+m_2/\alpha)$. Equation (1) gives $G\approx-x/\delta^2$, while $G\approx1/\zeta=-z/\alpha$. Equating them yields $\alpha=\delta^2-m_2$. A central gap thus needs $\Delta>2\sqrt{m_2}$. For a flat host of width 10 eV this is 5.77 eV. Direct iteration of the CPA at $z=0.001i$ eV confirmed a finite central density (above 0.01 per eV) 10% below that contrast, and, 10% above it, the predicted value $G\approx-z/\alpha$ within 1%. For a simple-cubic band of the same width the condition gives 4.08 eV. "Half the bandwidth" follows from $m_2=w^2/4$, which the semicircle satisfies but many other bands do not.

**Rare clusters.** In an infinite lattice with short-range hopping, arbitrarily large pure regions occur somewhere. Wave packets inside them have energies throughout both shifted host bands. The spectrum therefore has no strict gap until $\Delta>W$. The tempting criterion returns here, but as a statement about the last rare state, not about the averaged density in the CPA. To gauge the effect at $\Delta=8$ eV, periodic simple-cubic alloys of 1000 sites were diagonalized, three samples for each hopping. About 1.0% of their states lay inside the semicircular CPA gap when the second moments were matched, and about 0.1% when the bandwidths were matched. The second figure rests on only four levels out of 3000, so it shows that the fraction is small but does not fix its value. With matched second moments, the CPA gap of the cubic host itself is narrower, 1.71 eV, and band shape alone accounts for roughly a quarter of the states in the window; the rest lie beyond the CPA. With matched bandwidths, the cubic CPA gap is wider, 2.6 eV, so all the states in the window lie beyond the CPA. Such small samples miss the rarest regions.

**Hopping that depends on the occupants.** At $\Delta=8$ eV, raising the A–A hopping by 10% and lowering B–B by 10% left the matrix gap at 1.94 eV but moved its middle by $-0.31$ eV. The wider upper sub-band reaches down, and the narrower lower one retreats.

## A silicon–germanium channel

Take a contrast of 1 eV and a width of 10 eV as illustrative values for a silicon–germanium channel; the larger contrasts above are not meant to describe it. The ratio to threshold is 0.2, so this model predicts no splitting. The model is equiatomic and the edge estimates below are for electrons; many real channels have less germanium, are strained and carry holes. At the band centre $\Gamma=0.204$ eV, against 0.200 eV from the golden rule, and $\hbar/\Gamma=3.2$ fs. That is not the lifetime of a channel carrier, which sits near a band edge. One thermal energy (0.026 eV at 300 K) above the alloy's lower edge, the CPA broadening is 0.018 eV, about 70% of the height above the edge, so the carrier energy is not sharply defined there. This figure depends on the density of states near the edge, which the semicircle does not take from the real band. A single parabolic valley with a rough mass of $0.3\,m_e$ and a rough atomic volume of 0.02 nm³ has a density of states about 7 times smaller than the host semicircle at the same height. For scattering within that valley alone, the golden rule gives 0.003 eV, or about 0.2 ps. Unstrained silicon has six equivalent conduction valleys. If the disorder scattered equally into all of them, the broadening would be about six times larger, close to the CPA figure again. These estimates omit phonons, the orbital character of the bands and strain, and do not give a mobility. At 1 MV/cm the potential drop per site is 0.027 eV, small against the contrast. Such a field is above the usual bulk breakdown fields of silicon and germanium, so it should not be read as an ordinary field along the channel. Carriers can leave equilibrium at much lower fields, because what matters is the energy gained between collisions that remove energy, not the drop per site. Scattering by the static alloy disorder is elastic and removes none. As an example, a carrier that moves 25 nm along the force of a 10 kV/cm field gains about one thermal energy.

The full set of values is in the numerical output below.

## Computed results

```
Host full bandwidth W: 10.00 eV; half-width w: 5.00 eV
Host second moment s: 6.2500 eV^2
Splitting threshold, semicircular host: 5.000 eV
Splitting threshold, flat host of same W: 5.774 eV
Splitting threshold, cubic host of same W: 4.082 eV
Contrast 1.0 eV: centre density 0.12475 /eV, outer edge 5.0955 eV
  CPA gap 0.0000 eV; matrix level gap 0.0093 eV
  fraction of states within 2.0 eV of centre: CPA 0.4860, matrix 0.4842
Contrast 4.0 eV: centre density 0.07639 /eV, outer edge 6.0734 eV
  CPA gap 0.0000 eV; matrix level gap 0.0002 eV
  fraction of states within 2.0 eV of centre: CPA 0.3569, matrix 0.3583
Contrast 5.0 eV: centre density 0.00000 /eV, outer edge 6.4952 eV
  CPA gap 0.0000 eV; matrix level gap 0.0169 eV
  fraction of states within 2.0 eV of centre: CPA 0.2923, matrix 0.2925
Contrast 6.0 eV: centre density 0.00000 /eV, outer edge 6.9366 eV
  CPA gap 0.4383 eV; matrix level gap 0.4443 eV
  fraction of states within 2.0 eV of centre: CPA 0.2248, matrix 0.2242
Contrast 8.0 eV: centre density 0.00000 /eV, outer edge 7.8550 eV
  CPA gap 1.9379 eV; matrix level gap 1.9329 eV
  fraction of states within 2.0 eV of centre: CPA 0.0963, matrix 0.0975
Random matrix size: 1200 sites
Channel regime, contrast 1 eV:
  contrast divided by threshold: 0.200
  band-centre broadening, CPA: 0.2041 eV
  band-centre broadening, golden rule: 0.2000 eV
  band-centre lifetime, CPA: 3.225 fs
  thermal energy at 300 K: 0.02585 eV
  CPA broadening one thermal energy above edge: 0.01780 eV
  semicircle density there (host): 0.01293 /eV
  rough mass 0.3 m_e, atomic volume 0.020 nm^3
  parabolic density there: 0.00180 /eV
  semicircle/parabolic density ratio: 7.18
  golden-rule broadening, parabolic edge: 0.00283 eV
  golden-rule lifetime, parabolic edge: 232.8 fs
  site spacing 0.271 nm; drop per site at 1 MV/cm: 0.0271 eV
Neglected effects at contrast 8 eV:
  hopping change of AA and BB pairs: +/-10 percent
  matrix gap with this change: 1.9376 eV; gap middle: -0.3077 eV
  cubic-lattice states in CPA gap, equal second moment: 0.97 percent
  cubic-lattice states in CPA gap, equal bandwidth: 0.13 percent
  cubic lattice: 1000 sites, 3 samples for each hopping
  thermal energy divided by CPA gap: 0.0133
```
